Why Born-level X-ray intensities cannot tell an upright trapezoid from an inverted one

**Q:** I measured a silicon grating by small-angle X-ray scattering in transmission, rotating the sample to cover many angles. A trapezoid with a narrow top fits every diffraction order. So the data prove that the lines are narrower at the top than at the bottom.

**A:** Did you also try the same trapezoid upside down?

**Q:** No. Its material sits in different places, so surely its pattern is different. Why would I try it?

**A:** Let us calculate both patterns. Let x run across the line and z upwards, with z = 0 at mid-height. The line is long and uniform along its length, and ρ(x,z) is its scattering density. In the Born approximation each part of the line scatters the undisturbed incident wave once, so the amplitude per unit length is, up to a common factor,

F(q_x,q_z) = ∫∫ ρ(x,z) e^{−i(q_x x + q_z z)} dx dz.

Here q is the outgoing minus the incoming wavevector, and it is real. The detector records |F|².

Turning the line upside down replaces ρ(x,z) by ρ(x,−z). The trapezoid is symmetric, so ρ(x,−z) = ρ(−x,−z). The inverted line is therefore the upright one with both coordinates reversed:

F_inv(q) = ∫∫ ρ(−x,−z) e^{−i(q_x x + q_z z)} dx dz.

Substitute x = −x′ and z = −z′. Once the limits are put back in increasing order, the area element is unchanged, and only the exponent changes sign:

F_inv(q) = ∫∫ ρ(x′,z′) e^{+i(q_x x′ + q_z z′)} dx′ dz′ = F(−q).

If ρ is real, the last integral is also the complex conjugate of F(q). Hence

F_inv(q) = F(q)*, and |F_inv(q)|² = |F(q)|².

The material is indeed in different places. That difference is in the sign of the phase, which the detector does not record.

**Q:** You centred both lines at mid-height. Mine stand on a wafer.

**A:** Raising a line by h/2 multiplies its amplitude by e^{−iq_z h/2}, which has modulus one. The grating adds a sum of phases over the line positions, and that sum is the same for both shapes.

The wafer needs more care, because its amplitude adds to that of the lines. For a laterally uniform layer, the integral over one pitch p is

∫ from −p/2 to p/2 of e^{−iq_x x} dx = 2 sin(q_x p/2)/q_x.

At a diffraction order q_x = 2πn/p with n ≠ 0, the sine is sin(nπ) = 0. The layer contributes nothing there, and the two line shapes still agree.

**Q:** I would like to see this in the trapezoid formula itself. The wall slope must appear in it somewhere.

**A:** It does. Let the half-width be a(z) = m − tz, where m is its value at mid-height and

t = (w_bottom − w_top)/(2h).

Positive t means upright; negative t means inverted. Take ρ = 1 inside. The x integral gives 2 sin(q_x a)/q_x, so

F = ∫ from −h/2 to h/2 of e^{−iq_z z} · 2 sin[q_x(m − tz)]/q_x dz.

Write the sine as exponentials, using 2 sin θ = −i(e^{iθ} − e^{−iθ}), and collect the terms in z:

F = (−i/q_x) [e^{iq_x m} ∫ e^{−i(q_z + tq_x)z} dz − e^{−iq_x m} ∫ e^{−i(q_z − tq_x)z} dz].

Each remaining integral has the form

∫ from −h/2 to h/2 of e^{−isz} dz = 2 sin(sh/2)/s = h sin(u)/u, with u = sh/2.

Define u± = (q_z ± tq_x)h/2 and S± = sin(u±)/u±. Then

F = (−ih/q_x) [e^{iq_x m} S₊ − e^{−iq_x m} S₋].

Expanding the exponentials into cosines and sines gives

F = (h/q_x) [sin(q_x m)(S₊ + S₋) − i cos(q_x m)(S₊ − S₋)].

Now square the real and imaginary parts and add them. The terms S₊² and S₋² each acquire sin² + cos² = 1. The cross term is 2S₊S₋(sin² − cos²) = −2S₊S₋ cos(2q_x m). Thus

|F|² = (h²/q_x²) [S₊² + S₋² − 2S₊S₋ cos(2q_x m)].

Inverting the line changes t to −t, which exchanges S₊ and S₋. The imaginary part of F changes sign, but |F|² does not change.

**Q:** Then I can break the tie by rotating the sample the other way, to reach negative q_z.

**A:** Replace q_z by −q_z in u±. Because sin(u)/u is even, S₊ and S₋ are exchanged again. The upright line's intensity is the same at q_z and −q_z, and so is the inverted line's. The second half of the scan can test symmetry and alignment, but at this level it cannot choose the sign of t.

**Q:** Please put numbers in. I want to see two unequal amplitudes give one intensity.

**A:** Take a pitch of 40 nm, a height of 60 nm, a bottom width of 24 nm and a top width of 14 nm. Then m = (24 + 14)/4 = 9.5 nm and t = (24 − 14)/120 = 0.0833, a wall 4.76° from vertical. In the second order q_x = 4π/40 = 0.31416 nm⁻¹. Choose q_z = 0.05 nm⁻¹, reached at 17 keV by rotating the sample through about 9°. For the upright line,

u₊ = (0.05 + 0.02618) × 30 = 2.285, so S₊ = 0.3305,

u₋ = (0.05 − 0.02618) × 30 = 0.715, so S₋ = 0.9170.

With q_x m = 2.9845 rad, the sine is 0.1564 and the cosine is −0.9877. The prefactor h/q_x is 190.99 nm². Therefore

Re F = 190.99 × 0.1564 × 1.2475 = 37.3 nm²,

Im F = −190.99 × (−0.9877) × (−0.5865) = −110.6 nm².

The inverted line has 37.3 + 110.6i nm² instead. For both,

|F|² = 37.27² + 110.64² ≈ 13,630 nm⁴, with one more digit kept in each part.

Direct two-dimensional integration of the two shapes gives the same values, as the numerical output shows.

**Q:** So is my fitted wall angle meaningless?

**A:** No. Its magnitude is visible. A line with vertical walls and the same height and mean width would give 1,579 nm⁴ at this point, between eight and nine times less. The data can support "the walls are inclined by 4.76°" while leaving open which end is wider.

There is a consequence for nearly vertical walls. The intensity is a smooth, even function of t, so its expansion about t = 0 has no linear term:

I(t) = I(0) + ½I″(0)t² + …

At the same point, with height and mean width fixed, walls inclined by 0.5° change the intensity by 149 nm⁴, and walls inclined by 1.0° change it by 593 nm⁴. The ratio is 3.985, close to the quadratic value of 4. A linear error estimate made at t = 0 therefore fails: the first derivative it needs is zero.

**Q:** My etch tool makes the lines lean slightly. That destroys the mirror symmetry you used. Does it save me?

**A:** It does not, even if you know the lean independently. Let the edges be x = cz ± (m − tz), where c is the slope of the centre line. Reversing both coordinates gives

−x = −cz ± (m + tz), so x = cz ∓ (m + tz).

This is a trapezoid with the same lean c and the opposite taper. The step from F(q) to F(−q) = F(q)* did not need mirror symmetry once both coordinates were reversed. An upright line leaning right thus has an inverted partner, also leaning right, with equal intensities.

A plain vertical flip is different, because it reverses the lean. For a 1° lean, the upright line and its vertically flipped copy differ by up to about 41% of the peak intensity of the same order, over orders 1 to 4 and |q_z| ≤ 0.6 nm⁻¹. A fit with free lean would not choose that copy; it could choose the partner with c unchanged.

**Q:** What information would settle the question, then?

**A:** Something whose position you know and which does not turn over with the model. Suppose the upper 10 nm of the line is known to be oxide, with the outline unchanged. The two candidates are now a narrow top made of oxide and a wide top made of oxide. They are not inversions of each other. Take the oxide's electron density to be 0.946 times that of silicon. The intensities of the two candidates then differ by up to 2.9% of the peak of the same order, over the same range and with all dimensions fixed. The difference would vanish at a ratio of one. Refitting the mean width, height, wall angle and overall scale absorbs most of it, leaving about 0.3% of the peak in the best fit and about 0.5% in unweighted or counting-statistics least squares, so systematic errors in the data and the model must be smaller than about 0.3% for the oxide to decide. If the model may also put the oxide at the bottom, the exact tie returns, as long as both densities are taken as real.

**Q:** And absorption? Then the density is complex, and your conjugation step fails.

**A:** The conjugation step fails, but the result survives for a uniform line. Write ρ = Cs, with C a complex constant and s equal to one inside the line and zero outside. Then |F|² = |C|²|S|², where S is the transform of the real function s.

Two materials can behave differently. Let F = S₁ + CS₂, where S₁ and S₂ are transforms of real shapes. Turning the whole object over conjugates S₁ and S₂ but not C. The intensity difference, original minus turned over, is

2 Re[C(S₁*S₂ − S₁S₂*)] = −4 Im(C) Im(S₁*S₂).

It needs both a relative complex phase between the materials and a phase between their transforms. With a deliberately exaggerated C = 1 + 0.3i in the upper 10 nm, the difference reaches 26% of the order's peak. For oxide on silicon at 17 keV the imaginary part of C is only about 0.002 in size, and the difference is about 0.2%.

**Q:** What about the order you excluded, q_x = 0?

**A:** There the layer amplitude L does not vanish, and |F + L|² contains 2 Re(F*L). Conjugating F can change this term. With a 50 nm slab of the same material beneath the line, the Born intensity at q_z = 0.05 nm⁻¹ changes by 30% relative to the upright case. This illustrates the interference; it does not predict a wafer measurement. For q_x = 0 and q_z ≠ 0 the beam must be reflected, and this q_z corresponds to a grazing angle of about 0.017°, well below silicon's critical angle of 0.105°. The Born approximation is unreliable there.

At such angles the line is lit by incident and reflected waves together. Its amplitude becomes a sum of several F values with complex coefficients, and conjugating the F values alone need not preserve the modulus. The equality proved here cannot be carried over to grazing incidence.

**Q:** My measurement was in transmission, on real silicon. How good is the Born approximation there?

**A:** The dimensions above are roughly those of a silicon fin array, and 17 keV is suited to transmission through a wafer. One passage through 60 nm of silicon shifts the phase by only 0.0086 rad and, for a rough absorption length of 0.6 mm, absorbs about 1 part in 10,000. Multiple scattering is the assumption to examine. A coupled-wave calculation of the free-standing grating, with the beam entering from the base side, includes repeated forward scattering. At our example point it gives diffraction efficiencies of 1.820 × 10⁻⁷ upright and 1.789 × 10⁻⁷ inverted, against 1.804 × 10⁻⁷ in the Born approximation. Over orders 1 to 4 and rotations from −60° to 60°, the largest difference found is 1.9% of the order's peak. Backscattering, roughness, the wafer and native oxide are left out. An oxide 1 to 2 nm thick on the top and sides, but not on the base, would by itself make the two orientations differ by about 0.4% to 1.0% of the peak in the Born approximation, if the outer outline, oxide included, keeps the dimensions above.

**Q:** Why is the difference so much larger than the absorption?

**A:** It does not come from absorption: removing absorption leaves 1.9%. For a lossless line of contrast χ, write the amplitude as χf₁ + χ²f₂ + …. Its intensity is

χ²|f₁|² + 2χ³ Re(f₁*f₂) + …

Relative to the first term, the correction is of first order in χ. The calculation shows that this correction differs between the two orientations: halving the contrast reduces the largest difference from 1.90% to 0.95%.

So your data may contain a weak trace of the orientation. To use it, you would need a multiple-scattering model, and intensity and shape errors small enough not to imitate a difference of this size. A Born fit of a uniform line cannot extract it, because that model gives both orientations the same score. With your present fit, report the magnitude of the wall angle, and take its sign from a cross-section image or from what you know of the etch.

Computed results

```
pitch, height: 40, 60 nm
bottom, top width: 24, 14 nm
mean half-width m: 9.50 nm
wall slope t: 0.08333
wall angle from vertical: 4.76 deg
photon energy: 17.0 keV
wavelength: 0.07293 nm
example order 2: qx = 0.31416, qz = 0.05000 nm^-1
sample rotation for it: -9.15 deg
qx*m: 2.9845 rad
u+, u-: 2.2854, 0.7146 rad
S+, S-: 0.33051, 0.91704
F upright: 37.273 -110.639i nm^2
F inverted: 37.273 +110.639i nm^2
|F|^2 upright: 13630.20 nm^4
|F|^2 inverted: 13630.20 nm^4
|F|^2 vertical walls: 1578.94 nm^4
change for 0.5 deg walls: 148.733 nm^4
change for 1.0 deg walls: 592.708 nm^4
ratio of these changes: 3.985
mismatch = largest difference / peak of same order, orders 1-4
Born mismatch, upright/inverted: 1.4e-15
Born mismatch, upright/vertical: 96.12 %
1 deg lean, reversed by flip: 40.18 %
oxide/silicon electron density: 0.9460
10 nm oxide on top of both: 2.936 %
cap contrast 1+0.3i, all turned over: 25.93 %
slab thickness for qx=0 test: 50 nm
qx=0 rod at qz=0.050 nm^-1, change: 30.47 %
rough Si, oxide density: 2.33, 2.20 g/cm^3
rough Si absorption length: 0.6 mm
silicon delta, beta: 1.668e-06, 9.673e-09
phase shift through line height: 0.00862 rad
absorbed in line height: 1.00e-04
critical grazing angle: 0.105 deg
coupled waves: sample rotations -60 to 60 deg
example efficiency, Born: 1.80437e-07
example efficiency, upright: 1.81988e-07
example efficiency, inverted: 1.78868e-07
multiple-scattering mismatch: 1.8978 %
same, without absorption: 1.8978 %
same, lossless half contrast: 0.9534 %
```
